# Light-hole and heavy-hole masses with and without spin-orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

## First half: the masses at the zone centre

### 1. Three masses to be explained

Take a zincblende valence band with parameters roughly typical of CdTe, and let the holes move along [001]. With spin-orbit coupling the heavy-hole mass is $0.56\,m_0$ and the light-hole mass is $0.12\,m_0$. Set the spin-orbit coupling to zero, keep the other band parameters fixed, and the lightest mass becomes $0.088\,m_0$. The heavy mass is still $0.56\,m_0$.

The spin-orbit term used here does not depend on the wave vector. It nevertheless changes the curvature of a band, and it changes the light mass while sparing the heavy one. The cause is a change in the orbital content of the states at the zone centre.

In terms of the Luttinger parameters $\gamma_1$ and $\gamma_2$, the light-hole inverse mass along [001] goes from $\gamma_1+2\gamma_2$ to $\gamma_1+4\gamma_2$, and the heavy-hole value stays at $\gamma_1-2\gamma_2$. This holds at fixed Luttinger parameters. The second half examines what that condition costs in a real crystal.

### 2. Conventions

Energies are electron energies, so valence bands curve downwards. The energy of a hole is the depth of the electron level below the band top. The wave number $k$ is measured from the zone centre $\Gamma$, and

$$
e=ck^2,\qquad c=\frac{\hbar^2}{2m_0}=0.0381\ \mathrm{eV\,nm^2}.
$$

Thus $e$ is the kinetic energy of a free electron with wave number $k$. The inverse mass $w=m_0/m$ of a valence branch is defined by

$$
E(k)-E(0)=-w\,e
$$

at small $k$. A large $w$ means a light hole. I take $\gamma_2>0$, which makes the names "heavy" and "light" fit the formulas.

Without spin, the top of the valence band at $\Gamma$ consists of three degenerate states $X,Y,Z$. Under the symmetry operations of the crystal they transform like the coordinates $x,y,z$. They can be chosen real, because the spinless Hamiltonian is real at $\Gamma$.

### 3. The orbital matrix

For the periodic part of a Bloch function the Hamiltonian is

$$
H_k=H_0+W+e,\qquad W=\frac{\hbar}{m_0}\,\mathbf k\cdot\mathbf p .
$$

Let $a,b$ label $X,Y,Z$, with energy $E_0$ at $\Gamma$, and let $n$ label all other bands, with energies $E_n$. The amplitude equations for an eigenstate of energy $E$ are, to the order needed,

$$
(E-E_0-e)\,c_a=\sum_b W_{ab}c_b+\sum_n W_{an}c_n,
\qquad
c_n\simeq\sum_b\frac{W_{nb}}{E_0-E_n}\,c_b .
$$

In the second equation $E-e$ has been replaced by $E_0$, and couplings among the remote bands have been dropped. Both steps affect terms beyond order $k^2$. Inserting $c_n$ gives an effective matrix for the three valence states:

$$
H_{ab}=(E_0+e)\,\delta_{ab}+W_{ab}+\sum_n\frac{W_{an}W_{nb}}{E_0-E_n}.
$$

The linear term $W_{ab}$ vanishes. Because $\mathbf p=-i\hbar\nabla$ and the functions are real, $\langle a|p_z|b\rangle$ is imaginary. Being Hermitian as well, it is antisymmetric in $a,b$, so its diagonal elements are zero. The twofold rotation about $z$ reverses $X$ and $Y$ but leaves $Z$ and $p_z$ alone, so the $XZ$ and $YZ$ elements vanish. The mirror that exchanges $x$ and $y$ gives $\langle X|p_z|Y\rangle=\langle Y|p_z|X\rangle$. Antisymmetry demands the opposite sign, so this element is zero too. The threefold axes carry the conclusion over to $p_x$ and $p_y$.

The quadratic term is fixed by the same symmetries.

- A diagonal element is even under all three twofold rotations, so it contains $k_x^2,k_y^2,k_z^2$ and no mixed products. For $XX$, the mirror exchanging $y$ and $z$ makes the coefficients of $k_y^2$ and $k_z^2$ equal.
- The $XY$ element is odd under the twofold rotations about $x$ and about $y$. Among the quadratic products, $k_xk_y$ alone shares both signs.
- The threefold axes make the constants the same for all three orbitals.

Measuring energy from $E_0$, we have

$$
H_{XX}=c\left[Lk_x^2+M(k_y^2+k_z^2)\right],\qquad H_{XY}=c\,N k_xk_y,
$$

and the cyclic counterparts, with three real numbers $L,M,N$. For $\mathbf k$ along $z$ the mixed products vanish:

$$
H=e\,\mathrm{diag}(M,M,L)\quad\text{in the order }X,Y,Z. \tag{1}
$$

The orbital $Z$, which points along the motion, has its own curvature, and the two transverse orbitals share another. The constant $L$ is

$$
L=1+\frac{2}{m_0}\sum_n\frac{|\langle Z|p_z|n\rangle|^2}{E_0-E_n},
$$

because the second-order term, divided by $e=\hbar^2k^2/2m_0$, carries the factor $(\hbar^2/m_0^2)(2m_0/\hbar^2)=2/m_0$. Bands above the valence band make negative contributions. The s-like conduction state $S$ is unchanged by the symmetry operations. The twofold rotation about $z$ therefore allows $\langle S|p_z|Z\rangle$ and forbids $\langle S|p_z|X\rangle$ and $\langle S|p_z|Y\rangle$. The nearby conduction band thus enters $L$ and not $M$, which favours a light longitudinal branch.

Equation (1) already contains the answer without spin-orbit coupling. There are two orbital branches with $w=-M$ and one with $w=-L$, each doubled by spin.

### 4. Spin-orbit coupling at the zone centre

The spin-orbit operator is proportional to $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$, where $V$ is the crystal potential and $\boldsymbol\sigma$ the vector of Pauli matrices. Between the real functions $X,Y,Z$, each component of $\nabla V\times\mathbf p$ is an imaginary antisymmetric $3\times3$ matrix. Every such matrix is a combination of the three matrices

$$
(\ell_i)_{ab}=-i\,\varepsilon_{iab},
$$

which are the angular momentum matrices for $\ell=1$ in units of $\hbar$. Both $\nabla V\times\mathbf p$ and $\boldsymbol\ell$ are axial vectors. The twofold rotations forbid mixing of different components, and the threefold axes make the three coefficients equal. One constant remains, and we write

$$
H_{so}=\frac{\Delta}{3}\,\boldsymbol\ell\cdot\boldsymbol\sigma .
$$

The dependence of the spin-orbit term on $k$ is neglected, as is its mixing of the valence states with other bands.

With spin $\mathbf s=\boldsymbol\sigma/2$ and $\mathbf J=\boldsymbol\ell+\mathbf s$,

$$
\boldsymbol\ell\cdot\boldsymbol\sigma=2\,\boldsymbol\ell\cdot\mathbf s=J(J+1)-2-\tfrac34 .
$$

This is $\tfrac{15}{4}-\tfrac{11}{4}=1$ for $J=\tfrac32$ and $\tfrac34-\tfrac{11}{4}=-2$ for $J=\tfrac12$. The four $J=\tfrac32$ states rise by $\Delta/3$ and the two $J=\tfrac12$ states fall by $2\Delta/3$. Their separation is $\Delta$, which explains the factor $1/3$ in the definition.

### 5. Orbital content of the states

For $\mathbf k$ along $z$ the component $J_z$ is conserved, since (1) treats $X$ and $Y$ alike. Define $P_+=-(X+iY)/\sqrt2$, which has $\ell_z=1$. The state $Z$ has $\ell_z=0$.

There is one state with $J_z=\tfrac32$, namely $P_+\!\uparrow$. It contains no $Z$.

There are two states with $J_z=\tfrac12$, namely $P_+\!\downarrow$ and $Z\!\uparrow$. To find the spin-orbit matrix between them, write

$$
\boldsymbol\ell\cdot\boldsymbol\sigma=\ell_z\sigma_z+\ell_+\sigma_-+\ell_-\sigma_+,
\qquad \ell_\pm=\ell_x\pm i\ell_y,\quad \sigma_\pm=\tfrac12(\sigma_x\pm i\sigma_y).
$$

The diagonal elements are $-1$ for $P_+\!\downarrow$ and $0$ for $Z\!\uparrow$. For the coupling, the definition of $\boldsymbol\ell$ gives $\ell_xZ=-iY$ and $\ell_yZ=iX$. Hence $\ell_+Z=-X-iY=\sqrt2\,P_+$, and $\sigma_-$ turns $\uparrow$ into $\downarrow$ with factor 1. In the order $P_+\!\downarrow,\ Z\!\uparrow$,

$$
\boldsymbol\ell\cdot\boldsymbol\sigma=\begin{pmatrix}-1&\sqrt2\\ \sqrt2&0\end{pmatrix}. \tag{2}
$$

Its eigenvalues satisfy $\lambda^2+\lambda-2=0$, so they are $1$ and $-2$, as they must be. For $\lambda=1$ the first row gives $-2a+\sqrt2\,b=0$, or $b=\sqrt2\,a$. For $\lambda=-2$ it gives $a+\sqrt2\,b=0$. The normalized states are

$$
|lh\rangle=\sqrt{\tfrac13}\,P_+\!\downarrow+\sqrt{\tfrac23}\,Z\!\uparrow,\qquad
|so\rangle=\sqrt{\tfrac23}\,P_+\!\downarrow-\sqrt{\tfrac13}\,Z\!\uparrow .
$$

The light-hole state is two thirds $Z$, and the split-off state is one third $Z$.

The states with negative $J_z$ need no separate work. Time reversal takes $\mathbf k$ to $-\mathbf k$ and reverses $J_z$. Since this model is even in $\mathbf k$, they have the same energies.

### 6. Masses with spin-orbit coupling

When $e$ is small enough that the orbital matrix couples $|lh\rangle$ and $|so\rangle$ weakly compared with $\Delta$, each level moves by the mean value of (1) in its own state. The orbital $P_+$ has curvature $M$, because $X$ and $Y$ both have it. Therefore

$$
\begin{aligned}
\text{heavy:}&\quad E-E(0)=M\,e,\\
\text{light:}&\quad E-E(0)=\tfrac13(M+2L)\,e,\\
\text{split-off:}&\quad E-E(0)=\tfrac13(2M+L)\,e .
\end{aligned}\tag{3}
$$

The Luttinger parameters describe the $J=\tfrac32$ states. Along [001] they are defined by the inverse masses $\gamma_1-2\gamma_2$ for the heavy hole and $\gamma_1+2\gamma_2$ for the light hole. Comparison with (3) gives $M=-(\gamma_1-2\gamma_2)$ from the heavy hole. The light hole then gives

$$
2L=-3(\gamma_1+2\gamma_2)-M=-3\gamma_1-6\gamma_2+\gamma_1-2\gamma_2=-2\gamma_1-8\gamma_2 ,
$$

so that

$$
M=-(\gamma_1-2\gamma_2),\qquad L=-(\gamma_1+4\gamma_2). \tag{4}
$$

The split-off inverse mass is $-\tfrac13(2M+L)=\tfrac13(2\gamma_1-4\gamma_2+\gamma_1+4\gamma_2)=\gamma_1$.

### 7. The result and its meaning

Without spin-orbit coupling the inverse masses are $-M$, $-M$ and $-L$. In this model, then, for [001]:

- with coupling: $\gamma_1-2\gamma_2$, $\gamma_1+2\gamma_2$, $\gamma_1$;
- without coupling: $\gamma_1-2\gamma_2$, $\gamma_1-2\gamma_2$, $\gamma_1+4\gamma_2$.

The heavy hole is unaffected because $P_+\!\uparrow$ is purely transverse whether or not the coupling acts. The lightest branch without coupling is the pure $Z$ orbital. With coupling, the light hole keeps two thirds of this orbital and takes one third of a heavy transverse one, which makes it heavier. The missing third of $Z$ goes to the split-off state.

The three inverse masses add up to $3\gamma_1$ in both cases. The sum is $-(2M+L)$, the trace of the orbital curvature matrix, and a change of basis among the three states cannot alter a trace. Spin-orbit coupling redistributes curvature among the branches.

For the example take $\gamma_1=5$ and $\gamma_2=1.6$. The heavy inverse mass is $5-3.2=1.8$. The light one is $5+3.2=8.2$ with coupling and $5+6.4=11.4$ without. The masses are $1/1.8=0.56$, $1/8.2=0.12$ and $1/11.4=0.088$, in units of $m_0$. Both sums are 15: $1.8+8.2+5$ and $1.8+1.8+11.4$.

As a test, the full six-by-six matrix was diagonalized at $k=0.01\ \mathrm{nm^{-1}}$. It gave 1.800, 8.200 and 5.000 for $\Delta=0.9$ eV, and 1.800, 1.800 and 11.400 for $\Delta=0$.

### 8. The [111] direction

For $\mathbf k$ along [111] each $k_i^2$ equals $k^2/3$, and so does each product $k_ik_j$. The orbital matrix has diagonal elements $(L+2M)e/3$ and off-diagonal elements $Ne/3$. The longitudinal orbital $(X+Y+Z)/\sqrt3$ has curvature $L'=(L+2M+2N)/3$, and the two orbitals perpendicular to it have $M'=(L+2M-N)/3$.

The operator $\boldsymbol\ell\cdot\boldsymbol\sigma$ keeps its form when orbital and spin axes are rotated together, so sections 5 and 6 apply with $L',M'$ in place of $L,M$. The parameter $\gamma_3$ is defined by the heavy value, $M'=-(\gamma_1-2\gamma_3)$. Since $L'+2M'=L+2M=-3\gamma_1$,

$$
L'=-3\gamma_1+2(\gamma_1-2\gamma_3)=-(\gamma_1+4\gamma_3).
$$

The light value with coupling is $-(M'+2L')/3=\gamma_1+2\gamma_3$. The [001] result therefore carries over with $\gamma_3$ replacing $\gamma_2$. With $\gamma_3=1.9$ the heavy inverse mass is 1.2 in both cases, and the light one changes from 8.8 to 12.6. The heavy mass depends more strongly on direction than the light one: from [001] to [111] its inverse falls by a third, from 1.8 to 1.2.

## Second half: which band becomes light, and where the result fails

### 9. Symbols and results carried over

Energies are electron energies, $e=ck^2$ with $c=0.0381\ \mathrm{eV\,nm^2}$, and $w=m_0/m$ is the downward slope of a branch against $e$. For $\mathbf k$ along [001] the transverse orbitals $X,Y$ have energy $Me$ and the longitudinal orbital $Z$ has energy $Le$, where

$$
M=-(\gamma_1-2\gamma_2),\qquad L=-(\gamma_1+4\gamma_2).
$$

Spin-orbit coupling adds $(\Delta/3)\,\boldsymbol\ell\cdot\boldsymbol\sigma$. It raises the $J=\tfrac32$ states by $\Delta/3$ and lowers the $J=\tfrac12$ states by $2\Delta/3$. At small $k$ the inverse masses are $\gamma_1-2\gamma_2$ (heavy), $\gamma_1+2\gamma_2$ (light, two thirds $Z$) and $\gamma_1$ (split-off, one third $Z$). Without coupling they are $\gamma_1-2\gamma_2$ twice and $\gamma_1+4\gamma_2$ once. The example has $\gamma_1=5$, $\gamma_2=1.6$ and $\Delta=0.9$ eV.

At fixed Luttinger parameters, removing spin-orbit coupling changes the lightest inverse mass along [001] from $\gamma_1+2\gamma_2$ to $\gamma_1+4\gamma_2$ and leaves the heavy one unchanged. It remains to see which band becomes the light one as $\Delta$ shrinks, and how far the result holds in a real crystal, where the Luttinger parameters change too.

Numbers in the example were calculated in double precision.
